# Domain-wall creep in random-bond disorder: the exponent one quarter, part 2

We seek the barrier that a domain wall in a thin magnetic film must cross to creep under a weak flux density $B$. The film has thickness $t$, magnetization $M_s$, exchange stiffness $A$ and anisotropy $K$. With $\theta$ the magnetization angle from the film normal and $n$ the coordinate across the wall, the energy per wall area is

$$\sigma=\int_{-\infty}^{\infty}\left[A\left(\frac{d\theta}{dn}\right)^2+K\sin^2\theta\right]dn, \tag{4}$$

$$\sigma=4\sqrt{AK},\qquad \Delta=\sqrt{A/K},\qquad \theta(n)=2\arctan e^{n/\Delta}. \tag{6}$$

For displacement $u(x)$ along the wall, the line stiffness $\varepsilon$ follows from

$$\sigma t\int\left(\sqrt{1+u'^2}-1\right)dx\simeq\frac{\varepsilon}{2}\int u'^2\,dx,\qquad \varepsilon=\sigma t. \tag{7}$$

The drive releases $f=2M_sBt$ per swept area. A triangular bulge of length $L$ and height $u$ has

$$E=\frac{\varepsilon}{2}\left(\frac{2u}{L}\right)^2L-f\,\frac{uL}{2}=\frac{2\varepsilon u^2}{L}-\frac{fuL}{2}. \tag{1}$$

For fixed proportions $u=pL$, its maximum is at

$$L^*=\frac{2\varepsilon p}{f},\qquad E^*=\frac{4\varepsilon^2p^3}{f}-\frac{2\varepsilon^2p^3}{f}=\frac{2\varepsilon^2p^3}{f}. \tag{3}$$

Random-bond disorder $V$, an energy per length, is idealized as

$$\langle V(x,y)V(x',y')\rangle=\Lambda\,\delta(x-x')\,\delta(y-y'). \tag{10}$$

The free energy $F(y)$ of a line ending at $y$ then obeys, with site spacing $c$ and $\nu=k_BT/(2\varepsilon)$,

$$\left\langle[F(y+r)-F(y)]^2\right\rangle=\frac rc\,\frac{\Lambda c}{2\nu}=\frac{\Lambda\varepsilon}{k_BT}\,r\equiv\Gamma r. \tag{21}$$

A scaling argument gives, for disorder range $\xi$ and $L>L_c$, the shortest length at which disorder displaces the wall by $\xi$,

$$u(L)=\xi\left(\frac L{L_c}\right)^{2/3}. \tag{25}$$

Lowest-energy lattice paths with random site energies, a fixed start and a free end gave displacement exponent 0.670 for 32 to 512 steps.

The barrier hypothesis, not proved, is that barriers scale with $L$ as the elastic energy does. With equilibrium roughness kept under weak drive,

$$E(L)=a\,\frac{\varepsilon u^2}{L}-b\,fuL. \tag{26}$$

Here $a,b>0$ describe the shape: a triangle has $a=2$, $b=1/2$; $a=b=1$ is a convention, not a shape. Any bulge pinned at both ends with peak height $u$ has $a\ge2$, $b<1$ and $a/b^2\ge6$. With

$$s=\frac L{L_c},\qquad U_c=\frac{\varepsilon\xi^2}{L_c},\qquad f_c=\frac{\varepsilon\xi}{L_c^2}, \tag{27}$$

the energy whose maximum over $s$ is the barrier becomes

$$E=U_c\left[a\,s^{1/3}-b\,\frac f{f_c}\,s^{5/3}\right]. \tag{28}$$

### The maximum

At small $s$ the first term dominates and $E$ rises. At large $s$ the second wins and $E$ falls. The condition for the top is

$$\frac{a}{3}s^{-2/3}=\frac{5b}{3}\frac f{f_c}s^{2/3}. \tag{29}$$

Multiplication by $3s^{2/3}$ gives $a=5b(f/f_c)s^{4/3}$. This has one positive solution, so

$$L^*=L_c\left(\frac{a f_c}{5bf}\right)^{3/4}. \tag{30}$$

The same condition says that at the maximum $b(f/f_c)s^{5/3}=as^{1/3}/5$: the drive has returned one fifth of the elastic cost. The barrier is the remaining four fifths,

$$E^*=\frac45\,aU_c\left(\frac{L^*}{L_c}\right)^{1/3}=\frac{4}{5^{5/4}}\,a^{5/4}b^{-1/4}\,U_c\left(\frac{f_c}{f}\right)^{1/4}. \tag{31}$$

The power of $f$ arises in two stages. The critical length grows as $f^{-3/4}$, and the barrier grows as its cube root. A sixteenfold reduction of the field doubles the barrier.

Simply equating the two terms of Eq. (28) gives $s^{4/3}=af_c/(bf)$ and thus the same powers. But there $E=0$, so balance fixes the scale of the barrier and not its value. Maximization supplies the factor $4/5^{5/4}\approx0.535$, for given $a$ and $b$.

### How the exponent depends on roughness

For $u=\xi s^\zeta$ the same substitution gives

$$E=U_c\left[a\,s^{2\zeta-1}-b\,\frac f{f_c}\,s^{1+\zeta}\right]. \tag{32}$$

Setting the derivative to zero and dividing by $s^{2\zeta-2}$ yields

$$s^{2-\zeta}=\frac{a(2\zeta-1)}{b(1+\zeta)}\frac{f_c}f. \tag{33}$$

At this length both terms scale as $s^{2\zeta-1}$, and hence

$$E^*\propto f^{-\mu},\qquad \mu=\frac{2\zeta-1}{2-\zeta}. \tag{34}$$

The derivation needs $1/2<\zeta<2$. For $\zeta\le1/2$ the elastic term does not grow with length; for $\zeta\ge2$ a weak drive does not overtake it at large length. With $\zeta=2/3$,

$$\mu=\frac{4/3-1}{2-2/3}=\frac{1/3}{4/3}=\frac14. \tag{35}$$

With $\zeta=1$ one recovers $\mu=1$, the fixed-slope result (3).

The exponent is sensitive to the statistics. A simpler estimate supposes that a line spread over a width $u$ gains the typical energy of disorder averaged over that width. By Eq. (10) this energy has variance $\Lambda L/u$. Balancing $\varepsilon u^2/L\sim(\Lambda L/u)^{1/2}$ gives $u^{5/2}\propto L^{3/2}$, or $\zeta=3/5$, and Eq. (34) then gives $\mu=1/7$. The estimate misses the line's freedom to select the best path, which the stationary law (21) includes. Direct numerical maximization of Eq. (26) for $\zeta=2/3$, $3/5$ and $1$ gives 0.25000, 0.14286 and 1.00000.

One can also insert the lattice displacements themselves, interpolated between the computed lengths, in place of a single power law. Maximizing $u^2/L-fuL$ at four forces, with critical lengths aimed between 48 and 200 steps, gives $\mu=0.237$ in this sample. The sampling error is about 0.02, and another sample of similar size gives 0.29, so the result agrees with $1/4$ only to within a few hundredths. This tests the passage from roughness to exponent. It does not test the barrier hypothesis.

### The creep law

If thermal activation over this barrier limits the motion, the velocity is $v=v_0e^{-E^*/k_BT}$. We take $v_0$ to vary slowly with field compared with the exponential. Since $f$ is proportional to $B$,

$$\ln v=\ln v_0-\frac{C}{k_BT}B^{-1/4},\qquad C=\frac{4}{5^{5/4}}a^{5/4}b^{-1/4}U_cB_c^{1/4}, \tag{36}$$

where $B_c=f_c/(2M_st)$. At fixed temperature, $\ln v$ plotted against $B^{-1/4}$ is a straight line.

Jumps against the drive have been left out. The elastic cost at $L^*$ is $5E^*/4$ and the drive work is $E^*/4$. A forward jump needs the difference, $E^*$; a backward jump of the same size needs the sum, $3E^*/2$. With equal attempt rates their ratio is $e^{-E^*/(2k_BT)}$, which is small if $E^*\gg2k_BT$.

The law has two limits in field. At high field $L^*$ shrinks to $L_c$, where Eq. (25) ends. For $a=b=1$, the condition $L^*>L_c$ means $B<B_c/5$. The quantity $B_c$ is a scale of this model, not a computed depinning field. At low field $L^*$ reaches the track width $w$. Equation (30) places this at

$$B_w=\frac{B_c}{5}\left(\frac{L_c}{w}\right)^{4/3}\qquad(a=b=1). \tag{37}$$

Below $B_w$ no longer segment is available. In this energy function the barrier then tends to the finite value $U_c(w/L_c)^{1/3}$, while the drive work tends to zero. Backward jumps become important, and the creep law no longer holds.

### Numbers for a racetrack film

Take round parameters: $A=16$ pJ/m, $K=0.30$ MJ/m³, $M_s=1.0$ MA/m, $t=0.60$ nm, $\xi=15$ nm, $L_c=40$ nm and $T=300$ K. Equation (6) gives

$$\sigma=4\sqrt{(16\times10^{-12})(0.30\times10^6)}\ \text{J/m}^2=8.76\ \text{mJ/m}^2, \tag{38}$$

and numerical integration of the profile in Eq. (4) gives the same value. The width parameter is $\Delta=7.3$ nm. Multiplication of $\sigma$ by $t$ gives $\varepsilon=0.0328$ eV/nm. The pinning energy is

$$U_c=\frac{0.0328\times15^2}{40}\ \text{eV}=0.185\ \text{eV}=7.1\,k_BT. \tag{39}$$

A field of 1 mT supplies $7.49\times10^{-6}$ eV/nm², so

$$B_c=\frac{0.0328\times15/40^2}{7.49\times10^{-6}}\ \text{mT}=41\ \text{mT},\qquad \frac{B_c}5=8.2\ \text{mT}. \tag{40}$$

With $a=b=1$ and $B=1$ mT,

$$L^*=40\,(8.2)^{3/4}\ \text{nm}\approx194\ \text{nm},\qquad E^*=0.535\times0.185\times41^{1/4}\ \text{eV}\approx0.25\ \text{eV}. \tag{41}$$

The displacement is $u^*=15(194/40)^{2/3}\approx43$ nm and the barrier is $9.7\,k_BT$. At 0.25 mT the critical length is 549 nm and the barrier $13.7\,k_BT$; at 4 mT they are 69 nm and $6.8\,k_BT$. Relative to 1 mT, the velocities are 0.018 and 17, with $v_0$ held fixed. The barrier at 4 mT is half that at 0.25 mT, as the sixteenfold field ratio requires.

### What the numbers leave out

The bump shape is a large source of uncertainty, as are the chosen lengths $\xi$ and $L_c$. A triangle changes the barrier by the factor $2^{5/4}(1/2)^{-1/4}=2^{3/2}=2.83$. At 1 mT it becomes 0.71 eV and $L^*$ becomes 549 nm, with $\xi$ and $L_c$ fixed. The triangle is close to the lowest purely elastic case: no pinned bulge of peak height $u$ gives a factor below about 2.8. The exponent stays the same, but absolute velocities cannot be predicted from this model.

Finite slope matters most at the highest field. A triangle drawn with the $a=b=1$ values at 4 mT, $L=69$ nm and $u=21.5$ nm, has slope 0.63. Its quadratic elastic energy exceeds that from the full length in Eq. (7) by 8.3% of the quadratic value. With $a=2$ and $b=1/2$ the critical triangle at 4 mT has $L=194$ nm, $u=43$ nm and slope 0.44, and the excess is 4.5%.

Thermal motion can blur the disorder. Moving the midpoint of a pinned segment by $u$ costs at least $2\varepsilon u^2/L$, by Eq. (1). Equating its thermal mean to $k_BT/2$ gives $\langle u^2\rangle=k_BTL/(4\varepsilon)$. At $L_c$ the root-mean-square value is 2.8 nm, well below $\xi=15$ nm. Backward jumps at 4 mT have 3.3% of the forward rate. Heating by 10 K at 1 mT raises the velocity by a factor 1.37 if the magnetic parameters stay fixed.

Dipolar forces make the elasticity nonlocal. The jump of magnetization at the wall is equivalent to a line current $I=2M_st$, and fixed magnetization has interaction energy $-(\mu_0I^2/8\pi)\iint d\mathbf l\cdot d\mathbf l'/r$, apart from local terms. For $u=u_q\cos qx$, expand the integrand to second order in $u$ and average over $x$. With $z=q|x-x'|$, the energy per length is

$$-\frac{\mu_0I^2}{8\pi}u_q^2q^2\int_{q\Delta}^{\infty}\left[\frac{\cos z}{z}-\frac{1-\cos z}{z^3}\right]dz. \tag{42}$$

The first term comes from the directions of the current elements, the second from their distance. For $z\ll1$ the bracket is $1/z-1/(2z)=1/(2z)$, so the integral is $\tfrac12\ln(1/q\Delta)$ to logarithmic accuracy. A stiffness change $\delta\varepsilon$ would contribute $\delta\varepsilon\,u_q^2q^2/4$. Comparing the two, and replacing $1/q$ by $L$, gives

$$\delta\varepsilon\simeq-\frac{\mu_0I^2}{4\pi}\ln\frac L\Delta=-\frac{\mu_0M_s^2t^2}{\pi}\ln\frac L\Delta. \tag{43}$$

At 0.25 mT this logarithmic estimate gives a loss of about 12% of the stiffness; treating the bulge as half a wave, with $1/q=L/\pi$, would give about 9%. Because the loss grows with length, it also lowers the apparent exponent: between 0.25 and 4 mT, maximization with Eq. (43) and unchanged roughness gives 0.22 instead of 0.25. This is an estimate of sensitivity. The sharp cutoff in Eq. (42) fixes only the coefficient of the logarithm; the constant beside it depends on the wall profile and on how $q$ is tied to $L$, and Eq. (42) evaluated in full would give only 6% and 3% in the two cases above.

The parameters lie in the rough range of ultrathin perpendicularly magnetized films used for racetracks: thickness near or below 1 nm, magnetization near 1 MA/m and a width parameter $\Delta$ of several nanometres. The full wall width, often defined as $\pi\Delta$, is about 23 nm here. Many racetrack films also have an interfacial chiral exchange (Dzyaloshinskii–Moriya interaction), which Eq. (4) leaves out. With strength $D$ it lowers the energy of a Néel wall of the favoured sense by $\pi|D|$. For $|D|=1$ mJ/m² this is 3.1 mJ/m², more than a third of the value in Eq. (38), and the barrier, which scales as $\varepsilon^{5/4}$ by Eqs. (27) and (31), falls by about 43% if $\xi$ and $L_c$ stay fixed. The disorder lengths are model choices, and they describe strong disorder: balancing $U_c$ against the random energy of $L_c/\xi$ independent patches requires relative variations of the wall energy of order $(\xi/L_c)^{3/2}\approx0.23$. A barrier of $10\,k_BT$ reduces the velocity to about $5\times10^{-5}$ of $v_0$; slower creep needs a higher barrier. Real tracks break the assumption of unlimited width. For $w=200$ nm, Eq. (37) gives $B_w=0.96$ mT; for 1000 nm it gives 0.11 mT. These values hold for $a=b=1$. By Eq. (30), $B_w$ is proportional to $a/b$, so a triangular bulge raises both fourfold, and no pinned bulge of peak height $u$ has $a/b$ below about 3.7. At 0.25 mT in the narrower track, Eq. (28) with $s=5$ gives $0.185\,[5^{1/3}-(0.25/41)5^{5/3}]\approx0.30$ eV, instead of 0.35 eV in the wide film; backward jumps then have about 28% of the forward rate, so the barrier alone no longer gives the velocity. Edge pinning is a further effect that this estimate does not include. Extrapolating the creep line to weaker fields therefore requires at least that $B$ stay above the $B_w$ of the actual bulge shape, negligible edge pinning, and unchanged disorder and temperature. A wall stored without a field lies below $B_w$ in any track of finite width, so the creep line does not give its lifetime.

## Numbers as computed

```
Exchange stiffness A = 16.0 pJ/m
Effective anisotropy K = 0.30 MJ/m^3
Magnetization Ms = 1.00 MA/m
Film thickness t = 0.60 nm
Disorder range xi = 15.0 nm; pinning length Lc = 40.0 nm
Temperature = 300 K; kT = 0.02585 eV
Wall energy sigma = 8.764 mJ/m^2
Wall energy by quadrature = 8.764 mJ/m^2
Wall width parameter = 7.30 nm
Line stiffness eps = 0.03282 eV/nm
Drive per area at 1 mT = 7.4898e-06 eV/nm^2
Pinning energy Uc = 0.1846 eV = 7.14 kT
Field scale Bc = 41.08 mT; limit Bc/5 = 8.22 mT
Lattice: 3000 samples, lengths 32 to 512 fitted
Lattice roughness exponent = 0.670
Lattice energy-fluctuation exponent = 0.346
Lattice transverse energy variance exponent = 0.953
Creep exponent from lattice roughness = 0.237
Creep exponent by maximization, zeta = 2/3: 0.25000
Creep exponent by maximization, zeta = 3/5: 0.14286
Creep exponent by maximization, zeta = 1: 1.00000
B = 0.25 mT: L* = 549.0 nm, u* = 86.0 nm
  barrier = 0.3536 eV = 13.68 kT
  velocity relative to 1 mT = 0.0182
B = 1.00 mT: L* = 194.1 nm, u* = 43.0 nm
  barrier = 0.2500 eV = 9.67 kT
  velocity relative to 1 mT = 1
B = 4.00 mT: L* = 68.6 nm, u* = 21.5 nm
  barrier = 0.1768 eV = 6.84 kT
  velocity relative to 1 mT = 17
Barrier ratio, 4 mT to 0.25 mT = 0.5000
Triangular bump at 1 mT: barrier = 0.7072 eV
Triangular bump at 1 mT: L* = 549.0 nm
Triangle/unit-shape barrier ratio = 2.828
Finite-slope error of elastic energy, 4 mT = 8.3 %
Thermal midpoint wandering at Lc = 2.81 nm
Backward/forward hop rate at 4 mT = 3.27 %
Dipolar loss of stiffness at 0.25 mT = 11.8 %
Apparent creep exponent with dipolar loss = 0.2225
Velocity factor for 10 K heating at 1 mT = 1.366
L* equals track width 200 nm at 0.961 mT
L* equals track width 1000 nm at 0.112 mT
```
